\section*{Why germanium speeds silicon alloy growth on hydrogen-covered surfaces}

\section{Hydrogen and growth}

\textbf{Q.} I grow silicon from silane at about 500\,$^\circ$C. When I add germane, the film grows faster. What has hydrogen to do with the growth rate?

\textbf{A.} Each SiH$_4$ or GeH$_4$ molecule that reacts leaves one atom in the film and four hydrogen atoms on the surface. Those four atoms must leave as two H$_2$ molecules, or the surface fills up and the next precursor finds no place to react.

Take a (100) surface made of dimers, and let each dimer be either bare or covered by one pair of hydrogen atoms. I leave out dihydrides, steps and islands. A dimer contains $n=0,1,2$ germanium atoms. If a fraction $x$ of the surface atoms is germanium, placed at random, the dimer fractions are
\begin{equation}
f_0=(1-x)^2,\qquad f_1=2x(1-x),\qquad f_2=x^2 .
\end{equation}
Here $x$ is the surface composition, which can differ from that of the film. Let $v_n$ be the bare fraction of type $n$, $\theta_n=1-v_n$ its covered fraction, and $v=\sum_n f_nv_n$ the total bare fraction.

I assume that a precursor needs two bare dimers for its two hydrogen pairs, and that the surface is well mixed. The number of film atoms added per dimer and second is then
\begin{equation}
G=a v^2, \label{eq:growth}
\end{equation}
where $a$ is the uptake of a fully bare surface. A pair leaves type $n$ at the rate $k_n$. In steady growth two pairs arrive per added atom and as many leave:
\begin{equation}
2G=2av^2=\sum_n f_nk_n\theta_n . \label{eq:balance}
\end{equation}
Growth can therefore be no faster than half the rate at which pairs desorb.

\section{The part played by the barrier}

\textbf{Q.} Hydrogen can move between dimers. If it prefers silicon, might it simply avoid the germanium sites, so that their lower barrier is of no use?

\textbf{A.} That has to be included. Write
\begin{equation}
k_n=\nu\,e^{-(E_0-D_n)/kT},
\end{equation}
with a common prefactor $\nu$, the silicon barrier $E_0$ and the lowering $D_n$, where $D_0=0$. Separately, let a pair on type $n$ be bound more weakly than on silicon by $\delta_n$. The two quantities are distinct: $D_n$ sets how fast a pair leaves, $\delta_n$ where it prefers to sit.

Suppose that pairs hop between dimers much faster than they desorb; this stands in for the hopping of single atoms. Hops from $i$ to $j$ then balance hops from $j$ to $i$. A pair on $i$ lies higher in energy by $\delta_i-\delta_j$, so the ratio of the two hop rates is $e^{(\delta_i-\delta_j)/kT}$, and
\begin{equation}
\theta_i v_j\,e^{\delta_i/kT}=\theta_j v_i\,e^{\delta_j/kT}.
\end{equation}
Dividing by $\theta_i\theta_j\,e^{(\delta_i+\delta_j)/kT}$ puts $j$ on one side and $i$ on the other. Both sides must then equal a common number $\lambda$:
\begin{equation}
\frac{v_n}{\theta_n}=\lambda g_n,\qquad g_n=e^{\delta_n/kT},\qquad
v_n=\frac{\lambda g_n}{1+\lambda g_n}. \label{eq:exchange}
\end{equation}
As $\lambda$ grows, the left side of the balance \eqref{eq:balance} rises from zero and the right side falls to zero, so there is one solution.

\textbf{Q.} Does the preference for silicon ever win, so that germanium slows growth?

\textbf{A.} Not if $a$ is the same with and without germanium. Since $k_n\ge k_0$,
\begin{equation}
2av^2=\sum_n f_nk_n\theta_n\ \ge\ k_0\sum_n f_n\theta_n=k_0(1-v).
\end{equation}
For pure silicon, with bare fraction $v_{\rm p}$, the balance reads $2av_{\rm p}^2=k_0(1-v_{\rm p})$. Moving the terms in $k_0v$ to the left in both relations gives
\begin{equation}
2av^2+k_0v\ \ge\ k_0=2av_{\rm p}^2+k_0v_{\rm p}.
\end{equation}
The expression $2av^2+k_0v$ increases with $v$, so $v\ge v_{\rm p}$, and by \eqref{eq:growth} growth is at least as fast.

The same lines identify the cause. If germanium only weakens the binding and leaves all barriers at $E_0$, the inequality becomes an equality and $v=v_{\rm p}$: hydrogen is redistributed, but growth does not change. The lower desorption barrier is what produces the gain.

\section{How large the gain can be}

\textbf{Q.} What is the gain when the surface is almost full of hydrogen?

\textbf{A.} If every type is nearly covered, all $\theta_n\approx1$ and
\begin{equation}
G\simeq\frac12\sum_n f_nk_n,\qquad
\frac{G}{G_{\rm p}}\simeq\sum_n f_n e^{D_n/kT}\equiv S. \label{eq:sat}
\end{equation}
The average is over rates, not over barriers, so a rare dimer with a low barrier can carry most of the desorption. The precursor pressure has dropped out.

Differentiating with respect to $\beta=1/kT$, and using $dk_n/d\beta=-(E_0-D_n)k_n$, gives the apparent activation energy in this limit:
\begin{equation}
E_{\rm sat}=-\frac{d\ln G}{d\beta}
=\frac{\sum_n f_nk_n(E_0-D_n)}{\sum_n f_nk_n}. \label{eq:esat}
\end{equation}

\textbf{Q.} How do I know whether my surface is in that limit?

\textbf{A.} One needs a relation between $D_n$ and $\delta_n$. A simple choice is that germanium raises the energy of the bound pair but leaves the top of the desorption barrier where it was. The climb is then shorter by the loss of binding, so $D_n=\delta_n$ and $k_n=k_0g_n$. From \eqref{eq:exchange}, $g_n\theta_n=v_n/\lambda$, hence
\begin{equation}
\sum_n f_nk_n\theta_n=k_0\sum_n f_ng_n\theta_n=\frac{k_0v}{\lambda}.
\end{equation}
Setting this equal to $2av^2$ and dividing by $2av$ gives
\begin{equation}
\lambda v=\frac{k_0}{2a}. \label{eq:identity}
\end{equation}
Near saturation $v_n\simeq\lambda g_n$, so $v\simeq\lambda S$ and $\lambda\simeq\sqrt{k_0/(2aS)}$. The limit holds if this estimate gives $\lambda g_2\ll1$, since Ge--Ge dimers empty first.

\section{Numbers for one growth condition}

\textbf{Q.} Please put in numbers for 500\,$^\circ$C.

\textbf{A.} I take undiluted hydrides at 0.2\,Torr and $x=0.2$. The kinetic parameters are rough typical values: $E_0=2.5$\,eV, $D_n=\delta_n=0.3n$\,eV, $\nu=2\times10^{15}$\,s$^{-1}$, and a reaction probability of $10^{-4}$ per impact on a bare surface. With one dimer per area $a_0^2$, where $a_0=0.543$\,nm, the gas at wafer temperature, and the mass of silane used for both hydrides to keep $a$ the same, the impact rate gives $a=13.1$\,s$^{-1}$.

At $kT=0.0666$\,eV the desorption rates are $k_0=0.101$, $k_1=9.13$ and $k_2=824$\,s$^{-1}$. For pure silicon the balance is a quadratic equation:
\begin{equation}
v_{\rm p}=\frac{-k_0+\sqrt{k_0^2+8ak_0}}{4a}=0.060,\qquad
G_{\rm p}=av_{\rm p}^2=0.0475\ {\rm s^{-1}} .
\end{equation}
Silicon has eight atoms per volume $a_0^3$, so one atom per dimer adds a thickness $(a_0^3/8)/a_0^2=a_0/8$. The growth rate is $0.0475\times60\times0.543/8=0.19$\,nm/min.

For the alloy the root is $\lambda=0.0161$, with bare fractions 0.016, 0.59 and 0.99 for Si--Si, Si--Ge and Ge--Ge. Thus
\begin{equation}
v=0.64(0.0158)+0.32(0.592)+0.04(0.992)=0.239 ,
\end{equation}
and $G=13.1\times0.239^2=0.75$\,s$^{-1}$, or 3.1\,nm/min. The gain is $(0.239/0.060)^2\approx16$.

\textbf{Q.} And the saturated formula?

\textbf{A.} It gives $S\approx356$, far too much. The test above shows why: $\sqrt{k_0/(2aS)}=0.0033$, and multiplying by $g_2=k_2/k_0\approx8150$ gives about 27, which is not small. The formula assumes covered Ge--Ge dimers, while here they are 99\% bare. A site with no hydrogen cannot release any, however low its barrier.

The shares of the desorption show the same thing. Type $n$ contributes $f_nk_n\theta_n=k_0f_nv_n/\lambda$, a share $f_nv_n/v$: 4\% from Si--Si, 79\% from Si--Ge and 17\% from Ge--Ge. The mixed dimers do most of the work, being both common and still partly covered.

If the barriers are lowered but the binding is kept equal, hydrogen does not avoid germanium and the gain is about 125. Weaker binding alone gives a gain of 1.0000. In this model, then, weaker binding does not create the gain; when hops are fast, it reduces the gain that the lower barriers provide. The value 125 needs hops much faster than $k_2\approx824$\,s$^{-1}$, so that emptied germanium dimers are refilled from silicon. A hop rate of $10^3$\,s$^{-1}$ gives 94, and $10^2$\,s$^{-1}$ gives 45. Without hops, each type of a well-mixed surface obeys $2av\,v_n=k_n\theta_n$, whatever the binding. This is \eqref{eq:exchange} with $g_n=k_n/k_0$, so the gain is again 16. The result for $D_n=\delta_n$ therefore does not depend on the hop rate in the well-mixed equations.

\section{Activation energy and pressure}

\textbf{Q.} I would measure an Arrhenius slope and read the germanium barrier from it. Is that safe?

\textbf{A.} Not here. The calculated slope is 2.42\,eV for silicon but 1.18\,eV for the alloy, below even the lowest barrier in the model, 1.9\,eV. The saturated formula \eqref{eq:esat} would give 1.93\,eV.

The reason is that the bare fractions change with temperature. From \eqref{eq:exchange}, $dv_n=v_n\theta_n\,d\ln(\lambda g_n)$. Define
\begin{equation}
\phi=\frac{\sum_n f_nv_n\theta_n}{v},\qquad
\bar D=\frac{\sum_n f_nv_n\theta_nD_n}{v}.
\end{equation}
Since $d\ln g_n/d\beta=D_n$ for $D_n=\delta_n$,
\begin{equation}
\frac{d\ln v}{d\beta}=\phi\frac{d\ln\lambda}{d\beta}+\bar D. \label{eq:dv}
\end{equation}
At fixed pressure the impact rate varies as $T^{-1/2}$. I take the reaction probability to be independent of temperature, so $d\ln a/d\beta=kT/2$. The logarithm of \eqref{eq:identity} then gives
\begin{equation}
\frac{d\ln\lambda}{d\beta}=-E_0-\frac{kT}{2}-\frac{d\ln v}{d\beta}.
\end{equation}
Inserting this in \eqref{eq:dv} and collecting the terms in $d\ln v/d\beta$,
\begin{equation}
(1+\phi)\frac{d\ln v}{d\beta}=\bar D-\phi\left(E_0+\frac{kT}{2}\right).
\end{equation}
Because $\ln G=\ln a+2\ln v$, the apparent activation energy is
\begin{equation}
E_{\rm app}=-\frac{d\ln G}{d\beta}
=\frac{2\left[\phi(E_0+kT/2)-\bar D\right]}{1+\phi}-\frac{kT}{2}.
\end{equation}
The bare fractions above give $\phi=0.366$ and $\bar D=0.098$\,eV, so
\begin{equation}
E_{\rm app}=\frac{2(0.366\times2.533-0.098)}{1.366}-0.033\approx1.18\ {\rm eV},
\end{equation}
in agreement with the slope found directly from the growth rates. The low value arises mainly because the mixed dimers empty as the temperature rises, which leaves less hydrogen to desorb. The Si--Si dimers are still 98\% covered. The slope is not the height of any barrier.

\textbf{Q.} Can I see how the bare fraction responds without changing temperature?

\textbf{A.} Yes, by changing the precursor pressure. At fixed $T$, $a\propto P$, and \eqref{eq:identity} gives $d\ln\lambda=-d\ln P-d\ln v$. The exchange relation gives $d\ln v=\phi\,d\ln\lambda$. Together, $d\ln v/d\ln P=-\phi/(1+\phi)$, and
\begin{equation}
\frac{d\ln G}{d\ln P}=1+2\frac{d\ln v}{d\ln P}=\frac{1-\phi}{1+\phi}.
\end{equation}
This is 0.46 for the alloy. For pure silicon $\phi=1-v_{\rm p}$ and the order is 0.03. For pure silicon, an order near zero indicates a hydrogen-blocked surface and an order near one a mostly bare surface, provided no H$_2$ returns from the gas. For an alloy the surface composition must also stay fixed as the pressure changes. Even then, an order near one shows only that the bare fraction has stopped responding to pressure: germanium-containing dimers may be bare while silicon dimers are still blocked. This needs a stronger contrast than in the example. While Si--Si dimers are less than 20\% bare, the order reaches at most about 0.65 for a lowering of 0.3\,eV per germanium atom, and about 0.95 for 0.6\,eV.

\section{Temperature, and where the effect reverses}

\textbf{Q.} Why is the effect tied to low temperature?

\textbf{A.} When $k_0\gg2a$, hydrogen leaves even pure silicon faster than precursor brings it. All $v_n$ approach one, $G$ approaches $a$, and faster desorption has nothing left to improve. Since $G\le a$ at any temperature, the gain cannot exceed $a/G_{\rm p}=1/v_{\rm p}^2$, which is about 277 in the 500\,$^\circ$C example. With pressure, reaction probability and surface composition held fixed, the model gives:
\begin{center}
\begin{tabular}{cccc}
$T$ ($^\circ$C) & Si (nm/min) & alloy (nm/min) & gain\\
400 & 0.00078 & 0.15 & 190\\
500 & 0.19 & 3.1 & 16\\
600 & 8.8 & 16 & 1.9\\
700 & 40 & 42 & 1.06\\
800 & 45 & 45 & 1.00
\end{tabular}
\end{center}

\textbf{Q.} Could germanium make hot growth slower?

\textbf{A.} Yes, if precursors react less readily on germanium. Let each germanium atom multiply the reactivity of its dimer by $r$. Then $v$ in \eqref{eq:growth} is replaced by $\sum_nf_nr^nv_n$. On a hot, bare surface,
\begin{equation}
\sum_nf_nr^n=(1-x)^2+2x(1-x)r+x^2r^2=(1-x+xr)^2 .
\end{equation}
Two dimers are needed, so this is squared once more:
\begin{equation}
\frac{G}{G_{\rm p}}\to(1-x+xr)^4 .
\end{equation}
For $x=0.2$ and $r=0.1$ the limit is $0.82^4=0.45$, and the full balance at 900\,$^\circ$C also gives 0.45. At 500\,$^\circ$C the same $r$ leaves a gain of 3.2 instead of 16, because most of the bare dimers contain germanium and are now less reactive. The earlier proof does not cover this case, since it assumed an unchanged uptake.

\section{How far to trust the model}

\textbf{Q.} You treat the surface as well mixed, but a precursor needs two neighbouring bare dimers. Does that matter?

\textbf{A.} It was tested on a square lattice of $100\times100$ dimers, with adsorption on neighbouring bare pairs, random desorption and hops between neighbours. The test used $a=10k_0$, $x=0.2$, and factors of 4 per germanium atom in both $k_n$ and $g_n$. In units of $k_0$, the simulated growth was 0.397 for silicon, 0.716 for the alloy and 0.399 for weaker binding alone. The balance gives 0.400, 0.716 and 0.400. The largest difference is 0.7\% of the balance value. Hops were made fast by construction and the contrasts are milder than in the 500\,$^\circ$C example, so this shows that fast hops between neighbours are enough to mix the surface in this milder case, not that real hydrogen hops are fast enough. With slow hops, isolated bare dimers can be left without a bare neighbour, and growth is slower than the balance predicts. With no hops at all, a square lattice falls about 5\% (silicon) and 6.5\% (alloy) below the balance in this mild case. With the 500\,$^\circ$C rates it falls about 10\% and 15\% below, which leaves a gain near 15.

\textbf{Q.} How does the example compare with a real reactor?

\textbf{A.} Tenths of a Torr of hydride near 500\,$^\circ$C is a realistic low-pressure regime, and growth of order nm/min is plausible there. The gain of 16 is a model estimate, not a measured value. Changing the lowering per germanium atom to 0.25 or 0.35\,eV moves it to 11 or 22. Germanium tends to collect at the growing surface, so $x$ can exceed the film fraction; $x=0.4$ gives a gain of 42. Germane may also react more readily than silane. At the local pressure order of 0.46, doubling $a$ for the alloy would multiply its growth by slightly less than $2^{0.46}\approx1.4$, since the order falls somewhat over this range. This contribution does not come from desorption. The precursor is hardly depleted across the last centimetre above the wafer: the surface reaction speed is less than $10^{-4}$ of the diffusion speed across 1\,cm. Depletion along the gas flow depends on the feed rate and the coated area, and is not included.

Many reactors use hydrogen as carrier gas, which breaks the assumption that H$_2$ does not return. If bare dimers of all types take up H$_2$ at the rate $b$, the balance becomes $2av^2+bv=\sum_nf_nk_n\theta_n$. Returning H$_2$ then supplies a share $b/(2av+b)$ of the hydrogen, which is larger when $v$ is small, so silicon suffers more than the alloy. With 10\,Torr of H$_2$ and an assumed reaction probability of $10^{-7}$, silicon falls from 0.19 to 0.045\,nm/min and the alloy from 3.1 to 2.5\,nm/min. The gain rises to 55 although both films grow more slowly. This number depends strongly on the assumed probability: $10^{-6}$ would give 0.0008 and 0.73\,nm/min, a gain of about 930. The ratio $b/k_0$ is also tied to the adsorption equilibrium of H$_2$, so the probability cannot be chosen freely once $k_0$ is set. The value 55 illustrates the direction of the effect, not its size.

\textbf{Q.} What should I measure to decide whether hydrogen desorption explains my own films?

\textbf{A.} Measure the precursor-pressure order with and without germane at the same wafer temperature, and the surface hydrogen coverage if you can. In the model without returning H$_2$, a large acceleration by desorption requires that the germanium-free surface be mostly blocked: low order and high coverage. If its order is already near one, lower desorption barriers can add little, and a change in precursor uptake is the more likely cause. With hydrogen as carrier gas the order alone can mislead. When returning H$_2$ supplies most of the surface hydrogen, the balance for silicon becomes $bv\simeq k_0(1-v)$, so $v\simeq k_0/(k_0+b)$ no longer depends on $a$, and the order approaches one even on a blocked surface. The coverage is then the better guide. The numerical output lists the remaining values for the example.

\section*{Calculated quantities}
\begin{verbatim}
Temperature 773.15 K, kT 0.06662 eV
Precursor pressure 0.2 Torr, surface Ge fraction 0.2
Si barrier 2.5 eV, lowering 0.3 eV per Ge atom
Prefactor 2.0e+15 1/s, reaction probability 1e-04
Lattice constant 0.543 nm
Bare-surface uptake a 13.145 1/s per dimer
Si-Si: fraction 0.64, k 0.1011 1/s, bare 0.0158, H2 share 0.0423
Si-Ge: fraction 0.32, k 9.127 1/s, bare 0.5920, H2 share 0.7918
Ge-Ge: fraction 0.04, k 823.9 1/s, bare 0.9924, H2 share 0.1659
Lambda in alloy 0.01607
Total bare fraction: Si 0.0601, alloy 0.2393
Events per dimer: Si 0.04751, alloy 0.75250 1/s
Growth: Si 0.1935, alloy 3.0646 nm/min
Gain 15.84; saturated-limit gain 355.5
Activation energy: Si 2.421, alloy 1.181 eV
Saturated-alloy activation energy 1.925 eV
Pressure order, Si: 0.031
Pressure order, alloy: 0.464
Gain, weaker binding only 1.0000
Gain, lower barriers with equal binding 124.50
400 C: Si 0.0007782, alloy 0.146 nm/min, gain 187.553
450 C: Si 0.01512, alloy 0.7228 nm/min, gain 47.794
500 C: Si 0.1935, alloy 3.065 nm/min, gain 15.837
550 C: Si 1.652, alloy 7.466 nm/min, gain 4.518
600 C: Si 8.807, alloy 16.37 nm/min, gain 1.858
700 C: Si 39.81, alloy 42.35 nm/min, gain 1.064
800 C: Si 44.89, alloy 45.08 nm/min, gain 1.004
Gain at surface Ge fraction 0.05: 3.14
Gain at surface Ge fraction 0.1: 6.58
Gain at surface Ge fraction 0.4: 41.69
Gain for lowering 0.2 eV per Ge: 6.84
Gain for lowering 0.25 eV per Ge: 10.70
Gain for lowering 0.35 eV per Ge: 21.73
Gain with Ge reactivity factor 0.1: 3.20
Same factor at 900 C: gain 0.4524, limit 0.4521
H2 reaction probability assumed 1e-07
With 0.001 Torr H2: Si 0.1935, alloy 3.0645 nm/min, gain 15.84
With 10.0 Torr H2: Si 0.0450, alloy 2.4773 nm/min, gain 55.04
Reaction/diffusion speed ratio over 1 cm: 7.62e-05
Lattice test: a = 10 k0, rate and binding factors 4 per Ge
pure Si: simulated G/k0 0.3972, balance 0.4000
alloy: simulated G/k0 0.7157, balance 0.7161
weak binding only: simulated G/k0 0.3989, balance 0.4000
\end{verbatim}
